**Mott-Bethe formula and its crystallographic constant**

For a neutral spherical atom in the first Born approximation, f_e = 2(Z − f_x)/(a0 q²) = K(Z − f_x)/s², with K = 1/(8π² a0) ≈ 0.02393 Å⁻¹. Here f_e is the electron scattering factor, f_x the X-ray scattering factor, Z the nuclear charge, a0 the Bohr radius, q = 4πs and s = sin θ/λ. For a model atom with Z = 6 and two exponential shells, the program computes the potential from Coulomb's law and asserts that it satisfies Poisson's equation and has the nuclear boundary value. It then asserts that the Born integral, evaluated in SI units, agrees with the formula at four values of s, and that the forward value equals one third of the summed mean-square radii divided by a0. It also asserts the value of K from SI constants and the relativistic factor γ in the term linear in the potential. Partial-wave amplitudes at q = 2/a0 differ from the Born value by about 20%, 10% and 5% at k = 20, 40 and 80 per bohr, and the program asserts that this error roughly halves each time k doubles.

## Numerical check

```python
"""
Mott-Bethe formula for a neutral spherical atom, first Born approximation:
    f_e(q) = 2 (Z - f_x(q)) / (a0 q^2) = K (Z - f_x) / s^2,
    K = 1 / (8 pi^2 a0),  q = 4 pi s,  s = sin(theta) / lambda.
f_e: electron scattering amplitude (length); f_x: Fourier transform of the
electron number density n(r); Z: nuclear charge; a0: Bohr radius;
2 theta: scattering angle; lambda: electron wavelength.
Model atom: shells of N electrons, n(r) = N kappa^3 exp(-kappa r) / (8 pi).
Hartree atomic units are used unless a name ends in _si or _ang.
"""
import numpy as np
from scipy import constants as const
from scipy.special import eval_legendre, spherical_jn, spherical_yn

SHELLS = ((2.0, 11.0), (4.0, 3.0))      # (electrons, decay constant)
Z = 6.0
R_MAX = 14.0
a0_si = const.physical_constants["Bohr radius"][0]
hartree_si = const.physical_constants["Hartree energy"][0]
a0_ang = a0_si * 1e10
pi = np.pi


def density(r):
    return sum(N * kap**3 / (8 * pi) * np.exp(-kap * r) for N, kap in SHELLS)


def coulomb_potential(r):
    """Potential of nucleus and electrons, by quadrature of Coulomb's law."""
    r = np.atleast_1d(np.asarray(r, dtype=float))
    x, w = np.polynomial.legendre.leggauss(120)
    t = (x + 1) / 2
    inside = r[:, None] * t
    charge = (4 * pi * density(inside) * inside**2) @ (w / 2) * r
    outside = r[:, None] + (R_MAX - r)[:, None] * t
    outer = (4 * pi * density(outside) * outside) @ (w / 2) * (R_MAX - r)
    return (Z - charge) / r - outer


def closed_potential(r):
    return sum(N * np.exp(-kap * r) * (1 / r + kap / 2) for N, kap in SHELLS)


# Radial quadrature in panels, angular quadrature in mu = cos(angle to q)
xg, wg = np.polynomial.legendre.leggauss(16)
edges = np.linspace(0, R_MAX, 57)
half = np.diff(edges) / 2
r_nodes = (edges[:-1, None] + half[:, None] * (xg + 1)).ravel()
r_weights = (half[:, None] * wg).ravel()
mu, w_mu = np.polynomial.legendre.leggauss(200)


def fourier_3d(values, q):
    """Integral of values(r) exp(-i q.r) over space, angles done numerically."""
    angular = np.cos(q * r_nodes[:, None] * mu) @ w_mu
    return 2 * pi * np.sum(r_weights * r_nodes**2 * values * angular)


n_nodes = density(r_nodes)
phi_nodes = coulomb_potential(r_nodes)
assert abs(fourier_3d(n_nodes, 0.0) - Z) < 1e-9          # neutral atom

# Shell theorem used in the Coulomb quadrature: mean of 1/|r - r'|
mean_inverse = 0.5 * np.sum(w_mu / np.sqrt(1.0 + 0.25 - 2 * 0.5 * mu))
assert abs(mean_inverse - 1.0) < 1e-10

# Poisson's equation for u = r phi, and the nuclear boundary value u(0) = Z
h = 5e-3
for r in (0.3, 1.0, 2.0):
    pts = r + h * np.arange(-2, 3)
    u = pts * coulomb_potential(pts)
    second = np.dot([-1, 16, -30, 16, -1], u) / (12 * h**2)
    assert abs(second / (4 * pi * r * density(r)) - 1) < 1e-5
u_origin = 1e-6 * coulomb_potential(1e-6)[0]
assert abs(u_origin - Z) < 1e-4
assert np.allclose(r_nodes * phi_nodes, r_nodes * closed_potential(r_nodes),
                   atol=1e-10)

# The constant, from SI constants and from the Bohr radius
K_ang = 1 / (8 * pi**2 * a0_ang)
K_from_si = (const.m_e * const.e**2
             / (8 * pi * const.epsilon_0 * const.h**2)) * 1e-10
assert abs(K_from_si / K_ang - 1) < 1e-8
assert abs(K_ang - 0.02393) < 5e-6

# Relativistic beam: wavelength, and strength of the term linear in V
beam_kev = 100.0
c = 1 / const.alpha
E_total = beam_kev * 1e3 * const.e / hartree_si + c**2
k_beam = np.sqrt(E_total**2 - c**4) / c
lambda_ang = 2 * pi / k_beam * a0_ang


def local_k_squared(V):
    return ((E_total - V)**2 - c**4) / c**2


def free_energy(k):
    return np.sqrt(c**2 * k**2 + c**4)


linear_strength = (local_k_squared(-1.0) - local_k_squared(1.0)) / 2
dk = 1e-3 * k_beam
speed = (free_energy(k_beam + dk) - free_energy(k_beam - dk)) / (2 * dk)
gamma = 1 / np.sqrt(1 - (speed / c)**2)
assert abs(linear_strength / (2 * gamma) - 1) < 1e-5

print("Model atom: nuclear charge Z =", Z)
for N, kap in SHELLS:
    print(f"  shell: {N:.0f} electrons, kappa = {kap:.1f} 1/bohr")
print(f"Bohr radius a0 = {a0_ang:.6f} angstrom")
print(f"K = 1/(8 pi^2 a0) = {K_ang:.6f} 1/angstrom")
print(f"K from e, m, h, eps0 = {K_from_si:.6f} 1/angstrom")
print(f"4K, for g = 2s: {4 * K_ang:.6f} 1/angstrom")
print(f"r*phi at r = 1e-6 bohr: {u_origin:.4f} (a.u.)")
print(f"Beam energy = {beam_kev:.0f} keV")
print(f"  wavelength = {lambda_ang:.5f} angstrom")
print(f"  gamma = {gamma:.4f}")

# Direct Born integral in SI units against the Mott-Bethe formula
V_si = -hartree_si * phi_nodes
print("Amplitudes with the rest mass:")
for s_ang in (0.10, 0.25, 0.50, 1.00):
    theta = np.arcsin(s_ang * lambda_ang)
    k_in = 2 * pi / lambda_ang * np.array([0.0, 0.0, 1.0])
    k_out = 2 * pi / lambda_ang * np.array([np.sin(2 * theta), 0.0,
                                            np.cos(2 * theta)])
    q_ang = np.linalg.norm(k_out - k_in)
    assert abs(q_ang / (4 * pi * s_ang) - 1) < 1e-9
    q = q_ang * a0_ang
    integral_si = fourier_3d(V_si, q) * a0_si**3
    direct_ang = -const.m_e / (2 * pi * const.hbar**2) * integral_si * 1e10
    f_x = fourier_3d(n_nodes, q)
    f_x_closed = sum(N / (1 + (q / kap)**2)**2 for N, kap in SHELLS)
    assert abs(f_x - f_x_closed) < 1e-9
    mott_ang = K_ang * (Z - f_x) / s_ang**2
    assert abs(direct_ang / mott_ang - 1) < 1e-7
    print(f" s = {s_ang:.2f} 1/angstrom, q = {q:.4f} 1/bohr")
    print(f"   f_x = {f_x:.5f}, Z - f_x = {Z - f_x:.5f}")
    print(f"   f_e Mott-Bethe  = {mott_ang:.6f} angstrom")
    print(f"   f_e direct Born = {direct_ang:.6f} angstrom")
    if s_ang == 0.50:
        print(f"   gamma * f_e     = {gamma * mott_ang:.6f} angstrom")

# Forward limit
forward = fourier_3d(phi_nodes, 0.0) / (2 * pi)
sum_r2 = fourier_3d(n_nodes * r_nodes**2, 0.0)
assert abs(forward / (sum_r2 / 3) - 1) < 1e-8
print(f"Sum of r^2 over electrons = {sum_r2:.5f} bohr^2")
print(f"f_e(0) from potential = {forward:.5f} bohr")
print(f"f_e(0) from sum r^2/3 = {sum_r2 / 3:.5f} bohr")
print(f"f_e(0) = {forward * a0_ang:.5f} angstrom")


def partial_wave_amplitude(k, q):
    """Amplitude to all orders in V, by the renormalized Numerov method."""
    step = 0.025 / k
    count = int(round(8.0 / step))
    ell = np.arange(int(6 * k) + 1)
    centrifugal = ell * (ell + 1) / 12.0
    r = step * np.arange(1, count + 2)
    local = step**2 / 12 * (k**2 + 2 * closed_potential(r))
    inverse_ratio = np.zeros(len(ell))
    for i in range(count):
        weight = 1 + local[i] - centrifugal / (i + 1)**2
        ratio = 12 / weight - 10 - inverse_ratio
        inverse_ratio = 1 / ratio
    next_weight = 1 + local[count] - centrifugal / (count + 1)**2
    psi_ratio = ratio * weight / next_weight
    ra, rb = r[count - 1], r[count]
    ja, jb = ra * spherical_jn(ell, k * ra), rb * spherical_jn(ell, k * rb)
    ya, yb = ra * spherical_yn(ell, k * ra), rb * spherical_yn(ell, k * rb)
    num = psi_ratio * ja - jb           # tan(phase shift) = num / den
    den = psi_ratio * ya - yb
    cos_angle = 1 - q**2 / (2 * k**2)
    terms = (2 * ell + 1) * num / (den - 1j * num)
    return np.sum(terms * eval_legendre(ell, cos_angle)) / k


# Size of the Born error at fixed q and its fall with k
q_test = 2.0
born = 2 * (Z - fourier_3d(n_nodes, q_test)) / q_test**2
print(f"Born test at q = {q_test:.1f} 1/bohr: f_e = {born:.5f} bohr")
errors = []
for k in (20.0, 40.0, 80.0):
    exact = partial_wave_amplitude(k, q_test)
    errors.append(abs(exact - born) / born)
    print(f" k = {k:.0f} 1/bohr: f = {exact.real:.4f} + {exact.imag:.4f}i"
          f" bohr, |f-f_e|/f_e = {errors[-1]:.4f}")
for slower, faster in zip(errors[:-1], errors[1:]):
    assert 1.8 < slower / faster < 2.2
print(f"Error ratios on doubling k: {errors[0] / errors[1]:.3f},"
      f" {errors[1] / errors[2]:.3f}")

print("ALL CHECKS PASSED")
```

Output:

```
Model atom: nuclear charge Z = 6.0
  shell: 2 electrons, kappa = 11.0 1/bohr
  shell: 4 electrons, kappa = 3.0 1/bohr
Bohr radius a0 = 0.529177 angstrom
K = 1/(8 pi^2 a0) = 0.023934 1/angstrom
K from e, m, h, eps0 = 0.023934 1/angstrom
4K, for g = 2s: 0.095735 1/angstrom
r*phi at r = 1e-6 bohr: 6.0000 (a.u.)
Beam energy = 100 keV
  wavelength = 0.03701 angstrom
  gamma = 1.1957
Amplitudes with the rest mass:
 s = 0.10 1/angstrom, q = 0.6650 1/bohr
   f_x = 5.61957, Z - f_x = 0.38043
   f_e Mott-Bethe  = 0.910500 angstrom
   f_e direct Born = 0.910500 angstrom
 s = 0.25 1/angstrom, q = 1.6625 1/bohr
   f_x = 4.25295, Z - f_x = 1.74705
   f_e Mott-Bethe  = 0.669015 angstrom
   f_e direct Born = 0.669015 angstrom
 s = 0.50 1/angstrom, q = 3.3249 1/bohr
   f_x = 2.48471, Z - f_x = 3.51529
   f_e Mott-Bethe  = 0.336535 angstrom
   f_e direct Born = 0.336535 angstrom
   gamma * f_e     = 0.402393 angstrom
 s = 1.00 1/angstrom, q = 6.6498 1/bohr
   f_x = 1.18708, Z - f_x = 4.81292
   f_e Mott-Bethe  = 0.115191 angstrom
   f_e direct Born = 0.115191 angstrom
Sum of r^2 over electrons = 5.53168 bohr^2
f_e(0) from potential = 1.84389 bohr
f_e(0) from sum r^2/3 = 1.84389 bohr
f_e(0) = 0.97575 angstrom
Born test at q = 2.0 1/bohr: f_e = 1.10440 bohr
 k = 20 1/bohr: f = 1.0651 + 0.2214i bohr, |f-f_e|/f_e = 0.2036
 k = 40 1/bohr: f = 1.0944 + 0.1132i bohr, |f-f_e|/f_e = 0.1029
 k = 80 1/bohr: f = 1.1019 + 0.0569i bohr, |f-f_e|/f_e = 0.0516
Error ratios on doubling k: 1.978, 1.995
ALL CHECKS PASSED
```
